**Morse estimate against the ionic dissociation energy of a Born-Mayer pair**

For V(r) = −C/r + A exp(−r/ρ), with minimum at rₑ and s = ρ/rₑ, the Morse estimate D_M = (ħω)²/(4X) is compared with the dissociation energy to ions, D_ion = (C/rₑ)(1−s). Here C = e²/(4πε₀), ħω is the harmonic quantum and X the leading anharmonic constant. The program asserts the closed form of D_M/D_ion by symbolic differentiation, and compares it with constants extracted from grid-diagonalized levels for several values of s and mass. It also asserts that flattening the potential beyond 1.5 rₑ moves the six lowest levels by less than 10⁻⁷ of ħω while the depth falls to less than half. For s = 0.14 and rₑ = 0.200 nm the output gives D_ion = 6.19 eV and D_M = 2.41 eV, a share of 0.389. The share reaches one half at s = 0.261. With rough polarizabilities for sodium fluoride it becomes 0.402, and measured against neutral atoms instead of ions it is 0.54.

## Verification by program

```python
"""
Result under test: for an ion pair V(r) = -C/r + A exp(-r/rho), minimum at r_e,
s = rho/r_e, the Morse estimate D_M = (hbar omega_e)^2/(4 X) recovers the share
R(s) = 6 s (1-2s)^3 / [(1-s)(1+3s-30s^2+36s^3+18s^4)]
of the dissociation energy to ions D_ion = (C/r_e)(1-s); R(0.14) < 1/2.
Levels: hbar omega_e (v+1/2) - X (v+1/2)^2 + ...; C = e^2/(4 pi eps0).
Reduced units: x = r/r_e, energy in C/r_e, lam = hbar^2/(2 mu r_e^2)/(C/r_e).
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar


def share_formula(s):
    return (6*s*(1 - 2*s)**3
            / ((1 - s)*(1 + 3*s - 30*s**2 + 36*s**3 + 18*s**4)))


def ionic(x, s):
    """Born-Mayer pair, zero for separated ions, minimum at x = 1."""
    return -1/x + s*np.exp(-(x - 1)/s)


def low_levels(potential, lam, count=6):
    """Lowest levels of -lam d2/dx2 + potential on a sinc grid."""
    x = np.linspace(0.65, 2.2, 300)
    h = x[1] - x[0]
    n = np.arange(x.size)
    diff = n[:, None] - n[None, :]
    safe = np.where(diff == 0, 1, diff)
    kinetic = np.where(diff == 0, np.pi**2/3, 2.0*(-1.0)**diff/safe**2)
    ham = lam/h**2*kinetic + np.diag(potential(x))
    return np.linalg.eigvalsh(ham)[:count]


def constants_from_levels(levels):
    """omega_e and X from the polynomial in v+1/2 through all levels."""
    half = np.arange(len(levels)) + 0.5
    coeff = np.linalg.solve(np.vander(half, increasing=True), levels)
    return coeff[1], -coeff[2]


# Model parameters (round) and SI quantities
e = const.e
r_e = 0.20e-9
s = 0.14
rho = s*r_e
mu = 10*const.atomic_mass
C = e**2/(4*np.pi*const.epsilon_0)
unit = C/r_e
lam = const.hbar**2/(2*mu*r_e**2)/unit
A = C*rho/r_e**2*np.exp(r_e/rho)

# The amplitude puts the minimum at r_e; the depth is the work of the force
found = minimize_scalar(lambda y: (-C/(y*r_e) + A*np.exp(-y*r_e/rho))/unit,
                        bounds=(0.7, 1.5), method="bounded",
                        options={"xatol": 1e-10})
assert abs(found.x - 1) < 1e-6
work = quad(lambda x: 1/x**2 - np.exp(-(x - 1)/s), 1, np.inf)[0]
assert abs(work - (1 - s)) < 1e-7
D_ion = unit*(1 - s)

# Symbolic derivatives at the minimum and the closed form of the share
X_, S_ = sp.symbols("x s", positive=True)


def derivatives(expr):
    return [sp.diff(expr, X_, n).subs(X_, 1) for n in (2, 3, 4)]


def morse_depth(d2, d3, d4):
    return 12*d2**3/(5*d3**2 - 3*d2*d4)


pair = -1/X_ + S_*sp.exp(-(X_ - 1)/S_)
d_sym = derivatives(pair)
assert sp.simplify(morse_depth(*d_sym)/(1 - S_) - share_formula(S_)) == 0
V2, V3, V4 = [float(d.subs(S_, sp.Rational(7, 50))) for d in d_sym]

# Both routes return the true depth when the curve really is a Morse curve
depth, range_ = sp.symbols("D a", positive=True)
m = derivatives(depth*(1 - sp.exp(-range_*(X_ - 1)))**2)
assert sp.simplify(morse_depth(*m) - depth) == 0
assert sp.simplify(9*m[0]**3/(2*m[1]**2) - depth) == 0

# Harmonic and anharmonic constants in SI from perturbation theory
k = V2*C/r_e**3
g = V3*C/r_e**4/6
h4 = V4*C/r_e**5/24
quantum = const.hbar*np.sqrt(k/mu)
anh = 3*const.hbar**2/(2*mu*k)*(5*g**2/(2*k) - h4)
D_M = quantum**2/(4*anh)
share = D_M/D_ion
assert abs(share - share_formula(s)) < 1e-10
assert share < 0.5

# Quantum levels give the same constants (higher-order terms are neglected
# in the formula, hence tolerances of a few parts in a thousand)
levels = low_levels(lambda x: ionic(x, s), lam)
w_num, x_num = constants_from_levels(levels)
assert abs(w_num*unit/quantum - 1) < 5e-4
assert abs(x_num*unit/anh - 1) < 3e-3
share_num = w_num**2/(4*x_num)/(1 - s)
for s_test, lam_test in ((0.14, lam/2), (0.10, lam), (0.20, lam/2)):
    w, xa = constants_from_levels(
        low_levels(lambda x: ionic(x, s_test), lam_test))
    assert abs(w**2/(4*xa)/(1 - s_test)/share_formula(s_test) - 1) < 5e-3

# Morse curve with the same two constants
dm = D_M/unit
beta = np.sqrt(V2/(2*dm))
w_m, x_m = constants_from_levels(
    low_levels(lambda x: dm*(1 - np.exp(-beta*(x - 1)))**2, lam))
assert abs(w_m*unit/quantum - 1) < 1e-5
assert abs(x_m*unit/anh - 1) < 1e-4

# Low levels do not feel the tail: flatten it beyond x_cut
x_cut = 1.5
flat = low_levels(lambda x: ionic(np.minimum(x, x_cut), s), lam)
shift = np.max(np.abs(flat - levels))*unit
D_flat = (ionic(x_cut, s) - ionic(1.0, s))*unit
assert shift/quantum < 1e-7
assert D_flat < 0.5*D_ion

# Where the Morse curve has spent 95 % of its depth, ions are still bound
x95 = 1 - np.log(1 - np.sqrt(0.95))/beta
left_ionic = -ionic(x95, s)*unit
left_morse = 0.05*D_M
tail_share = (left_ionic - left_morse)/(D_ion - D_M)
assert tail_share > 0.5

# Range of validity of "under half", and the cubic-constant convention
s_half = brentq(lambda t: share_formula(t) - 0.5, 0.2, 0.3)
scan = share_formula(np.linspace(1e-4, s_half, 2000))
assert np.all(np.diff(scan) > 0)
D_cubic = 9*V2**3/(2*V3**2)*unit
assert D_cubic/D_ion < 0.5

# Neglected effects, from rough typical inputs for sodium fluoride vapour
alpha_cat, alpha_an = 0.15e-30, 1.0e-30     # polarizability volumes, m^3
ion_cat, ion_an = 47*e, 3.4*e               # energy to remove an electron
ion_metal = 5.1*e                          # neutral metal atom
temperature = 1200.0
p = (alpha_cat + alpha_an)/(2*r_e**3)
B = s*(1 + 4*p)
polar = -1/X_ - p/X_**4 + B*sp.exp(-(X_ - 1)/s)
D_ion_pol = (1 + p - B)*unit
D_M_pol = morse_depth(*[float(d) for d in derivatives(polar)])*unit
assert D_M_pol/D_ion_pol < 0.5
london = 1.5*alpha_cat*alpha_an*ion_cat*ion_an/(ion_cat + ion_an)/r_e**6
zero_point = quantum/2 - anh/4
gap = ion_metal - ion_an
r_cross = C/gap
D_atoms = D_ion - gap
kT = const.k*temperature
molar = const.N_A/1000


def show(label, value, unit_name="", fmt=".4f"):
    print(f"{label}: {value:{fmt}} {unit_name}".rstrip())


show("bond length r_e", r_e*1e9, "nm", ".3f")
show("repulsion range rho", rho*1e9, "nm", ".3f")
show("s = rho/r_e", s, "", ".2f")
show("reduced mass", mu/const.atomic_mass, "u", ".1f")
show("Coulomb energy C/r_e", unit/e, "eV")
show("repulsion amplitude A", A/e, "eV", ".1f")
show("V2 in C/r_e^3", V2)
show("V3 in C/r_e^4", V3)
show("V4 in C/r_e^5", V4)
show("force constant k", k, "N/m", ".2f")
show("harmonic quantum hbar omega_e", quantum/e*1e3, "meV", ".3f")
show("anharmonic constant X", anh/e*1e3, "meV", ".5f")
show("harmonic quantum from grid levels", w_num*unit/e*1e3, "meV", ".3f")
show("X from grid levels", x_num*unit/e*1e3, "meV", ".5f")
show("D_ion", D_ion/e, "eV")
show("D_ion, converted", D_ion*molar, "kJ/mol", ".1f")
show("Morse estimate D_M", D_M/e, "eV")
show("D_M, converted", D_M*molar, "kJ/mol", ".1f")
show("D_M in units of C/r_e", dm)
show("share D_M/D_ion", share)
show("share from grid levels", share_num)
show("s at which share reaches 1/2", s_half)
show("share at s = 0.10", share_formula(0.10))
show("share at s = 0.20", share_formula(0.20))
show("Morse depth from cubic constant", D_cubic/e, "eV")
show("share from cubic constant", D_cubic/D_ion)
show("matched Morse range parameter a*r_e", beta)
show("tail flattened beyond r/r_e", x_cut, "", ".1f")
show("largest shift of six lowest levels", shift/e, "eV", ".1e")
show("depth with flattened tail", D_flat/e, "eV")
show("r/r_e where Morse has spent 95% of D_M", x95)
show("ionic binding left there", left_ionic/e, "eV")
show("Morse binding left there", left_morse/e, "eV")
show("share of the deficit beyond that point", tail_share)
show("rough cation polarizability volume", alpha_cat*1e27, "nm^3", ".5f")
show("rough anion polarizability volume", alpha_an*1e27, "nm^3", ".5f")
show("polarization energy at r_e", p*unit/e, "eV", ".2f")
show("D_ion with polarization", D_ion_pol/e, "eV", ".2f")
show("D_M with polarization", D_M_pol/e, "eV", ".2f")
show("share with polarization", D_M_pol/D_ion_pol, "", ".3f")
show("rough energy to ionize the cation", ion_cat/e, "eV", ".0f")
show("London dispersion energy at r_e", london/e, "eV", ".3f")
show("zero-point energy", zero_point/e, "eV", ".4f")
show("rough temperature of use", temperature, "K", ".0f")
show("kT at that temperature", kT/e, "eV", ".3f")
show("rough metal ionization energy", ion_metal/e, "eV", ".1f")
show("rough fluorine electron affinity", ion_an/e, "eV", ".1f")
show("ionic limit above neutral limit", gap/e, "eV", ".1f")
show("crossing distance of the two curves", r_cross*1e9, "nm", ".2f")
show("model depth to neutral atoms", D_atoms/e, "eV", ".2f")
show("D_M over depth to neutral atoms", D_M/D_atoms, "", ".2f")
print("OK")
```

Output:

```
bond length r_e: 0.200 nm
repulsion range rho: 0.028 nm
s = rho/r_e: 0.14
reduced mass: 10.0 u
Coulomb energy C/r_e: 7.1998 eV
repulsion amplitude A: 1275.1 eV
V2 in C/r_e^3: 5.1429
V3 in C/r_e^4: -45.0204
V4 in C/r_e^5: 340.4315
force constant k: 148.31 N/m
harmonic quantum hbar omega_e: 62.206 meV
anharmonic constant X: 0.40185 meV
harmonic quantum from grid levels: 62.206 meV
X from grid levels: 0.40185 meV
D_ion: 6.1918 eV
D_ion, converted: 597.4 kJ/mol
Morse estimate D_M: 2.4073 eV
D_M, converted: 232.3 kJ/mol
D_M in units of C/r_e: 0.3344
share D_M/D_ion: 0.3888
share from grid levels: 0.3888
s at which share reaches 1/2: 0.2611
share at s = 0.10: 0.3289
share at s = 0.20: 0.4520
Morse depth from cubic constant: 2.1743 eV
share from cubic constant: 0.3512
matched Morse range parameter a*r_e: 2.7732
tail flattened beyond r/r_e: 1.5
largest shift of six lowest levels: 1.3e-14 eV
depth with flattened tail: 1.4203 eV
r/r_e where Morse has spent 95% of D_M: 2.3256
ionic binding left there: 3.0958 eV
Morse binding left there: 0.1204 eV
share of the deficit beyond that point: 0.7862
rough cation polarizability volume: 0.00015 nm^3
rough anion polarizability volume: 0.00100 nm^3
polarization energy at r_e: 0.52 eV
D_ion with polarization: 6.42 eV
D_M with polarization: 2.58 eV
share with polarization: 0.402
rough energy to ionize the cation: 47 eV
London dispersion energy at r_e: 0.011 eV
zero-point energy: 0.0310 eV
rough temperature of use: 1200 K
kT at that temperature: 0.103 eV
rough metal ionization energy: 5.1 eV
rough fluorine electron affinity: 3.4 eV
ionic limit above neutral limit: 1.7 eV
crossing distance of the two curves: 0.85 nm
model depth to neutral atoms: 4.49 eV
D_M over depth to neutral atoms: 0.54
OK
```
